# A bond critical point without orbital coupling between atoms: verification in Python

```python
# RESULT UNDER TEST: the sum of two uncoupled atomic densities has a (3,-1)
# critical point (BCP) between the nuclei, so a BCP alone does not prove
# covalent sharing. An antisymmetric state of frozen atoms, with Mayer bond
# order zero and repulsive energy, has such a point too.
# Symbols: R separation, d = R/2, rho electron density, P spin density matrix,
# S overlap matrix. Internal units are atomic units (bohr, hartree).
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import block_diag, eigh_tridiagonal
from scipy.optimize import brentq, root
from pyscf import dft, gto, lib
from pyscf.data.elements import MASSES

lib.num_threads(1)
BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9
HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]

# ---------- all-electron spherical LDA atoms on a logarithmic grid ----------
x = np.linspace(np.log(5e-4), np.log(40.0), 1400)
h = x[1] - x[0]
r = np.exp(x)


def radial_states(V, Z, l, count):
    """Lowest radial states; w**2 is the probability per unit ln(r)."""
    diag = (1 / h**2 + 0.5 * (l + 0.5)**2 + r**2 * V) / r**2
    slope = l + 0.5 - Z * r[0] / (l + 1)      # regular solution at the nucleus
    diag[0] -= np.exp(-slope * h) / (2 * h**2 * r[0]**2)
    off = -1 / (2 * h**2 * r[:-1] * r[1:])
    e, w = eigh_tridiagonal(diag, off, select='i', select_range=(0, count - 1))
    return e, w / np.sqrt(h)


def radial_atom(Z, shells):
    V = -(1 + (Z - 1) * np.exp(-r * Z**(1 / 3) / 0.9)) / r
    for _ in range(150):
        q = np.zeros_like(r)
        orbitals = {}
        for l, occupations in shells.items():
            _, w = radial_states(V, Z, l, len(occupations))
            orbitals[l] = w
            q += (w**2) @ np.array(occupations, float)
        rho = q / (4 * np.pi * r**3)
        inside = cumulative_trapezoid(q, x, initial=0)
        outer = cumulative_trapezoid(q / r, x, initial=0)
        vxc = dft.libxc.eval_xc('lda,vwn', rho, spin=0, deriv=1)[1][0]
        V_new = -Z / r + inside / r + outer[-1] - outer + vxc
        change = np.max(np.abs(r * (V_new - V)))
        if change < 1e-4:
            break
        V = V + 0.3 * (V_new - V)
    assert change < 1e-3
    assert abs(inside[-1] - Z) < 0.01
    return rho, V, orbitals


# solver against the known hydrogen-like levels -Z^2/(2 n^2)
e_s, _ = radial_states(-52 / r, 52, 0, 1)
e_p, _ = radial_states(-52 / r, 52, 1, 4)
assert abs(e_s[0] / (-52**2 / 2) - 1) < 2e-3
assert abs(e_p[3] / (-52**2 / 50) - 1) < 2e-3

rho_te, V_te, orb_te = radial_atom(
    52, {0: [2] * 5, 1: [6, 6, 6, 4], 2: [10, 10]})
rho_ag, _, _ = radial_atom(47, {0: [2, 2, 2, 2, 1], 1: [6] * 3, 2: [10, 10]})
window = (r > 0.005) & (r < 12)
for rho in (rho_te, rho_ag):
    assert np.all(np.diff(rho[window]) < 0)   # density falls with radius
te, ag = CubicSpline(x, np.log(rho_te)), CubicSpline(x, np.log(rho_ag))


def radial_derivatives(spline, s):
    L0, L1, L2 = (spline(np.log(s), k) for k in range(3))
    rho = np.exp(L0)
    return rho, rho * L1 / s, rho * (L1**2 + L2 - L1) / s**2


def summed_atoms(point, centres, splines):
    """Density, gradient and Hessian of superposed spherical atoms."""
    total, grad, hess = 0.0, np.zeros(3), np.zeros((3, 3))
    for centre, spline in zip(centres, splines):
        v = point - centre
        s = np.linalg.norm(v)
        u = v / s
        f, f1, f2 = radial_derivatives(spline, s)
        total += f
        grad += f1 * u
        hess += f2 * np.outer(u, u) + f1 / s * (np.eye(3) - np.outer(u, u))
    return total, grad, hess


def is_bcp(hess):
    ev = np.linalg.eigvalsh(hess)
    return ev[0] < 0 and ev[1] < 0 and ev[2] > 0


# ---------- unequal atoms: Ag at the origin, Te on the z axis ----------
R_agte = 0.28 / BOHR_NM
pair = [np.zeros(3), np.array([0, 0, R_agte])]


def axial_slope(z):
    return (radial_derivatives(ag, z)[1]
            - radial_derivatives(te, R_agte - z)[1])


z_scan = np.linspace(0.05, R_agte - 0.05, 2000)
signs = np.sign(axial_slope(z_scan))
crossings = np.flatnonzero(signs[1:] != signs[:-1])
assert len(crossings) == 1
k = crossings[0]
z_bcp = brentq(axial_slope, z_scan[k], z_scan[k + 1])
p_agte = np.array([0, 0, z_bcp])
rho_agte, _, hess_agte = summed_atoms(p_agte, pair, [ag, te])


def plain_density(p):
    return sum(np.exp(s(np.log(np.linalg.norm(p - c))))
               for c, s in zip(pair, [ag, te]))


step = 0.02
numeric = [(plain_density(p_agte + step * e) + plain_density(p_agte - step * e)
            - 2 * plain_density(p_agte)) / step**2 for e in np.eye(3)]
assert np.allclose(numeric, np.diag(hess_agte), rtol=0.01, atol=1e-4)
assert is_bcp(np.diag(numeric))
rng = np.random.default_rng(1)
for y, z in zip(rng.uniform(0.1, 5, 200), rng.uniform(-3, R_agte + 3, 200)):
    assert (plain_density(np.array([0, y + 1e-3, z]))
            < plain_density(np.array([0, y - 1e-3, z])))

# ---------- superposed atoms in rough trigonal tellurium ----------
a_nm, c_nm, u_par = 0.446, 0.593, 0.264
cell = np.array([[a_nm, 0, 0], [-a_nm / 2, a_nm * np.sqrt(3) / 2, 0],
                 [0, 0, c_nm]]) / BOHR_NM
basis_sites = np.array([[u_par, 0, 1 / 3], [0, u_par, 2 / 3],
                        [-u_par, -u_par, 0]])
shifts = np.array([[i, j, m] for i in range(-3, 4) for j in range(-3, 4)
                   for m in range(-3, 4)])
sites = (basis_sites[None] + shifts[:, None]).reshape(-1, 3) @ cell
home = basis_sites[0] @ cell
distance = np.linalg.norm(sites - home, axis=1)
order = np.argsort(distance)
R_short, R_long = distance[order[1]], distance[order[3]]
assert np.isclose(distance[order[2]], R_short)
assert np.allclose(distance[order[3:7]], R_long)
assert distance[order[7]] > R_long + 0.1
crystal = []
for index in (order[1], order[3]):
    middle = (home + sites[index]) / 2
    near = sites[np.linalg.norm(sites - middle, axis=1) < 14]
    splines = [te] * len(near)
    found = root(lambda p: summed_atoms(p, near, splines)[1], middle,
                 jac=lambda p: summed_atoms(p, near, splines)[2], tol=1e-10)
    value, slope, hess = summed_atoms(found.x, near, splines)
    assert np.linalg.norm(slope) < 1e-7 and is_bcp(hess)
    crystal.append((value, np.linalg.norm(found.x - middle) * BOHR_NM))

# ---------- range of separations, and thermal motion ----------
def te_pair(R):
    ends = [np.array([0, 0, -R / 2]), np.array([0, 0, R / 2])]
    return summed_atoms(np.zeros(3), ends, [te, te])


R_scan = np.linspace(0.24, 0.80, 57)
bcp_found = [bool(is_bcp(te_pair(R_nm / BOHR_NM)[2])) for R_nm in R_scan]
assert all(bcp_found)
rho_far = te_pair(0.60 / BOHR_NM)[0]
T, debye = 300.0, 150.0
u_rms = 1e9 * np.sqrt(3 * const.hbar**2 * T / (
    MASSES[52] * const.atomic_mass * const.k * debye**2))
stretch = np.sqrt(2) * u_rms                # uncorrelated neighbours
for R in (R_short, R_long):
    for sign in (-2, 2):
        assert is_bcp(te_pair(R + sign * stretch / BOHR_NM)[2])

# spin-orbit splitting of the 5p level, first order in 1/c^2
w5p = orb_te[1][:, 3]
dVdr = np.gradient(V_te, x) / r
xi = const.fine_structure**2 / 2 * cumulative_trapezoid(
    w5p**2 * dVdr / r, x)[-1]
so_split = 1.5 * xi * HARTREE_EV

# ---------- Te atoms and pairs with PBE and an effective core potential ------
def make_mol(atoms, basis, spin):
    return gto.M(atom=atoms, unit='Bohr', basis=basis, ecp='def2-svp',
                 spin=spin, verbose=0)


def spherical_te(basis):
    mol = make_mol([('Te', (0, 0, 0))], basis, 0)
    mf = dft.RKS(mol)
    mf.xc = 'pbe'
    mf.grids.level = 2

    def shell_average(mo_energy=None, mo_coeff=None):
        occ = np.zeros(len(mo_energy))
        rank = np.argsort(mo_energy)
        occ[rank[:10]] = 2
        occ[rank[10:13]] = 4 / 3
        return occ
    mf.get_occ = shell_average
    mf.kernel()
    assert mf.converged
    return mol, mf.mo_coeff[:, np.argsort(mf.mo_energy)], mf.make_rdm1()


def density_hessian(mol, dm, point):
    ao = mol.eval_gto('GTOval_sph_deriv2', np.array([point], float))[:, 0]
    grad = np.array([2 * ao[0] @ dm @ ao[i] for i in (1, 2, 3)])
    second = {(0, 0): 4, (0, 1): 5, (0, 2): 6, (1, 1): 7, (1, 2): 8, (2, 2): 9}
    hess = np.zeros((3, 3))
    for (i, j), n in second.items():
        hess[i, j] = hess[j, i] = 2 * (ao[i + 1] @ dm @ ao[j + 1]
                                       + ao[0] @ dm @ ao[n])
    return ao[0] @ dm @ ao[0], grad, hess


atom, C, D_atom = spherical_te('def2-svp')
atom_tz, _, D_tz = spherical_te('def2-tzvp')
D_atom, D_tz = np.asarray(D_atom), np.asarray(D_tz)


def atom_rho(s, mol=atom, dm=D_atom):
    return density_hessian(mol, dm, (0, 0, s))[0]


# triplet atom: three 5p spin-up electrons, one spin-down in 5p_z
C5p = C[:, 10:13]
pz_rows = [i for i, s in enumerate(atom.ao_labels()) if 'pz' in s]
pz_row = max(pz_rows, key=lambda i: np.linalg.norm(C5p[i]))
pz = C5p @ (C5p[pz_row] / np.linalg.norm(C5p[pz_row]))
C_up, C_dn = C[:, :13], np.column_stack([C[:, :10], pz])


def uks(mol):
    mf = dft.UKS(mol)
    mf.xc = 'pbe'
    mf.grids.level = 2
    return mf


E_atom = uks(make_mol([('Te', (0, 0, 0))], 'def2-svp', 2)).energy_tot(
    dm=np.array([C_up @ C_up.T, C_dn @ C_dn.T]))


def mayer(P, S):
    n = S.shape[0] // 2
    PS = [p @ S for p in P]
    return 2 * sum(np.sum(m[:n, n:] * m[n:, :n].T) for m in PS)


rows = []
for R in (R_short, R_long):
    d = R / 2
    mol = make_mol([('Te', (0, 0, -d)), ('Te', (0, 0, d))], 'def2-svp', 2)
    S = mol.intor('int1e_ovlp')
    mf = uks(mol)
    E_coupled = mf.kernel()
    assert mf.converged
    P_coupled = np.asarray(mf.make_rdm1())
    P_frozen = []
    for orb in (C_up, C_dn):
        both = block_diag(orb, orb)
        P_frozen.append(both @ np.linalg.inv(both.T @ S @ both) @ both.T)
    P_frozen = np.array(P_frozen)
    electrons = sum(np.trace(p @ S) for p in P_frozen)
    assert abs(electrons - 48) < 1e-7
    E_frozen = mf.energy_tot(dm=P_frozen)
    states = {'atoms': block_diag(D_atom, D_atom),
              'frozen': P_frozen.sum(axis=0), 'coupled': P_coupled.sum(axis=0)}
    result = {}
    for name, dm in states.items():
        value, grad, hess = density_hessian(mol, dm, (0, 0, 0))
        assert np.linalg.norm(grad) < 1e-4 and is_bcp(hess)
        result[name] = (value, hess[2, 2], hess[0, 0], np.trace(hess))
    # radial differences of one atom against the Hessian of the pair
    t = 0.01
    first = (atom_rho(d + t) - atom_rho(d - t)) / (2 * t)
    second = (atom_rho(d + t) + atom_rho(d - t) - 2 * atom_rho(d)) / t**2
    assert np.isclose(2 * second, result['atoms'][1], rtol=0.01, atol=1e-5)
    assert np.isclose(2 * first / d, result['atoms'][2], rtol=0.01, atol=1e-5)
    B_frozen, B_coupled = mayer(P_frozen, S), mayer(P_coupled, S)
    dE_frozen = (E_frozen - 2 * E_atom) * HARTREE_EV
    dE_coupled = (E_coupled - 2 * E_atom) * HARTREE_EV
    assert abs(B_frozen) < 1e-7 and B_coupled > 0.8
    assert dE_frozen > 0 > dE_coupled
    basis_change = atom_rho(d, atom_tz, D_tz) / atom_rho(d) - 1
    model_change = te_pair(R)[0] / result['atoms'][0] - 1
    # different functional, basis and relativity: agreement only to some 15 %
    assert abs(basis_change) < 0.15 and abs(model_change) < 0.15
    rows.append((R, result, B_frozen, B_coupled, dE_frozen, dE_coupled,
                 basis_change, model_change))

# ---------- output ----------
print(f'Te lattice (rough): a={a_nm} nm, c={c_nm} nm, u={u_par}')
print('Densities in e/bohr^3, curvatures and Laplacians in e/bohr^5')
for label, row in zip(('SHORT (in chain)', 'LONG (between chains)'), rows):
    R, result, Bf, Bc, Ef, Ec, db, dm_ = row
    print(f'{label}: R = {R * BOHR_NM:.4f} nm')
    for name, (v, axial, across, lap) in result.items():
        print(f'  {name:8s} rho={v:.5f} axial={axial:.5f} '
              f'transverse={across:.5f} Laplacian={lap:.5f}')
    print(f'  summed-atom rho = {result["atoms"][0] / BOHR_NM**3:.1f} e/nm^3')
    print(f'  summed-atom rho / coupled rho = '
          f'{result["atoms"][0] / result["coupled"][0]:.3f}')
    print(f'  Mayer bond order: frozen {abs(Bf):.6f}, coupled {Bc:.3f}')
    print(f'  energy against two atoms: frozen {Ef:.3f} eV, '
          f'coupled {Ec:.3f} eV')
    print(f'  change of atomic rho with def2-TZVP: {100 * db:.2f} %')
    print(f'  all-electron LDA atoms against PBE atoms: {100 * dm_:.2f} %')
print(f'Ag-Te summed atoms: R = {R_agte * BOHR_NM:.3f} nm, '
      f'BCP {z_bcp * BOHR_NM:.4f} nm from Ag')
print(f'  rho={rho_agte:.5f} axial={hess_agte[2, 2]:.5f} '
      f'transverse={hess_agte[0, 0]:.5f}')
for label, R, (value, shift) in zip(('short', 'long'), (R_short, R_long),
                                    crystal):
    print(f'Te crystal of summed LDA atoms, {label} contact: '
          f'rho={value:.5f}, BCP shift from midpoint {shift:.5f} nm')
    print(f'  isolated pair of the same LDA atoms: rho={te_pair(R)[0]:.5f}')
print(f'Te pair of summed LDA atoms: BCP at {sum(bcp_found)} of {len(R_scan)} '
      f'separations, {R_scan[0]:.2f}-{R_scan[-1]:.2f} nm')
print(f'  rho at 0.60 nm = {rho_far:.3e} e/bohr^3')
print(f'Thermal input: T = {T:.0f} K, rough Debye temperature {debye:.0f} K')
print(f'  rms displacement per axis {u_rms:.4f} nm, '
      f'pair stretch {stretch:.4f} nm')
print(f'Neglected 5p spin-orbit splitting (first order): {so_split:.3f} eV')
print('ALL CHECKS PASSED')
```

It prints:

```
Te lattice (rough): a=0.446 nm, c=0.593 nm, u=0.264
Densities in e/bohr^3, curvatures and Laplacians in e/bohr^5
SHORT (in chain): R = 0.2840 nm
  atoms    rho=0.05047 axial=0.12441 transverse=-0.03092 Laplacian=0.06257
  frozen   rho=0.04658 axial=0.20749 transverse=-0.03082 Laplacian=0.14585
  coupled  rho=0.05621 axial=0.08209 transverse=-0.03457 Laplacian=0.01296
  summed-atom rho = 340.6 e/nm^3
  summed-atom rho / coupled rho = 0.898
  Mayer bond order: frozen 0.000000, coupled 2.027
  energy against two atoms: frozen 3.926 eV, coupled -3.143 eV
  change of atomic rho with def2-TZVP: -2.62 %
  all-electron LDA atoms against PBE atoms: 0.44 %
LONG (between chains): R = 0.3493 nm
  atoms    rho=0.01774 axial=0.05268 transverse=-0.00922 Laplacian=0.03424
  frozen   rho=0.01957 axial=0.07507 transverse=-0.01111 Laplacian=0.05286
  coupled  rho=0.02099 axial=0.03883 transverse=-0.01079 Laplacian=0.01725
  summed-atom rho = 119.7 e/nm^3
  summed-atom rho / coupled rho = 0.845
  Mayer bond order: frozen 0.000000, coupled 2.012
  energy against two atoms: frozen 0.723 eV, coupled -1.459 eV
  change of atomic rho with def2-TZVP: -0.23 %
  all-electron LDA atoms against PBE atoms: 5.24 %
Ag-Te summed atoms: R = 0.280 nm, BCP 0.1352 nm from Ag
  rho=0.04122 axial=0.14645 transverse=-0.02805
Te crystal of summed LDA atoms, short contact: rho=0.05088, BCP shift from midpoint 0.00010 nm
  isolated pair of the same LDA atoms: rho=0.05069
Te crystal of summed LDA atoms, long contact: rho=0.01896, BCP shift from midpoint 0.00015 nm
  isolated pair of the same LDA atoms: rho=0.01867
Te pair of summed LDA atoms: BCP at 57 of 57 separations, 0.24-0.80 nm
  rho at 0.60 nm = 3.699e-04 e/bohr^3
Thermal input: T = 300 K, rough Debye temperature 150 K
  rms displacement per axis 0.0123 nm, pair stretch 0.0174 nm
Neglected 5p spin-orbit splitting (first order): 0.748 eV
ALL CHECKS PASSED
```
